# Is the ground-state virtual photon number the same in every gauge?

## Question

I am working with a charged harmonic oscillator coupled to a single cavity mode. Even the ground state contains photons, in the sense that \(\langle a^\dagger a\rangle\neq0\). Coulomb gauge and dipole gauge are connected by a unitary transformation, and a unitary transformation changes no expectation value, so I have been treating this virtual photon number as gauge independent.

Is that right? Can the number be worked out in closed form in both gauges? And if a numerical calculation with a few matter levels gives two different values, is the truncation to blame?

## Answer

The number \(\langle a^\dagger a\rangle\) is in general not the same in the two gauges, even with nothing truncated. In your model the two values agree when the mode and the oscillator have equal frequencies, and differ otherwise. A unitary transformation preserves expectation values if the state and the operator are both transformed. Computing \(\langle a^\dagger a\rangle\) in each gauge transforms the state but keeps the symbol \(a^\dagger a\), which then stands for two different observables.

### The two Hamiltonians

Take a charge \(q\) of mass \(m\) in a harmonic well of frequency \(\omega_0\), and one mode of frequency \(\omega_c\) and volume \(V\), polarized along \(x\). The vector potential is taken as uniform over the charge's motion (long-wavelength approximation), and there are no losses. In Coulomb gauge

\[
H_C=\frac{(p-qA)^2}{2m}+\frac{m\omega_0^2x^2}{2}+\hbar\omega_c\left(a^\dagger a+\tfrac12\right),
\]
\[
A=A_0(a+a^\dagger),\qquad A_0=\sqrt{\frac{\hbar}{2\varepsilon_0V\omega_c}} .
\]

The dipole gauge follows from \(U=e^{-iqxA/\hbar}\). Since \(xA\) commutes with its own commutators with \(p\) and \(a\), the expansion of \(UOU^\dagger\) stops after one commutator for these operators:

\[
UpU^\dagger=p-\frac{iqA}{\hbar}[x,p]=p+qA,
\]
\[
UaU^\dagger=a-\frac{iqx}{\hbar}[A,a]=a+i\eta,\qquad \eta=\frac{qxA_0}{\hbar},
\]

where \([A,a]=A_0[a^\dagger,a]=-A_0\) was used. The first relation turns \(p-qA\) into \(p\). The second gives

\[
Ua^\dagger aU^\dagger=(a^\dagger-i\eta)(a+i\eta)=a^\dagger a+i\eta(a^\dagger-a)+\eta^2. \tag{1}
\]

With \(\hbar\omega_c\eta^2=\omega_cq^2x^2A_0^2/\hbar=q^2x^2/(2\varepsilon_0V)\), the Hamiltonian \(H_D=UH_CU^\dagger\) is

\[
H_D=\frac{p^2}{2m}+\frac{m\omega_0^2x^2}{2}+\hbar\omega_c\left(a^\dagger a+\tfrac12\right)+iqxA_0\omega_c(a^\dagger-a)+\frac{q^2x^2}{2\varepsilon_0V}.
\]

The last term, the dipole self-energy, must be kept, as must the \(A^2\) term in \(H_C\); otherwise the two Hamiltonians are no longer related by \(U\), and their spectra differ in general. (If both terms are dropped, the two spectra happen to agree with each other at \(\omega_c=\omega_0\), but not with the spectrum of the full model.) With both kept, the spectra coincide and the ground states obey \(|G_D\rangle=U|G_C\rangle\), up to a phase.

### Reduction to two coupled oscillators

Define \(\xi=\sqrt m\,x\), \(\pi=p/\sqrt m\), and the field quadratures

\[
Q=\sqrt{\frac{\hbar}{2\omega_c}}\,(a+a^\dagger),\qquad P=i\sqrt{\frac{\hbar\omega_c}{2}}\,(a^\dagger-a),\qquad [Q,P]=i\hbar .
\]

Then \(A=Q/\sqrt{\varepsilon_0V}\). With \(\kappa=q/\sqrt{\varepsilon_0mV}\), which carries the sign of \(q\), and \(\omega_p^2=\kappa^2\),

\[
H_C=\tfrac12(\pi-\kappa Q)^2+\tfrac12\omega_0^2\xi^2+\tfrac12P^2+\tfrac12\omega_c^2Q^2,
\]
\[
H_D=\tfrac12\pi^2+\tfrac12\omega_0^2\xi^2+\tfrac12(P+\kappa\xi)^2+\tfrac12\omega_c^2Q^2 .
\]

Each coupling mixes a momentum with a coordinate. Exchanging the two roles in one oscillator removes this. In \(H_C\) set \(z=\pi/\omega_0\) and \(p_z=-\omega_0\xi\); in \(H_D\) set \(y=P/\omega_c\) and \(p_y=-\omega_cQ\). The minus signs ensure \([z,p_z]=[y,p_y]=i\hbar\). Now

\[
H_C=\tfrac12(p_z^2+P^2)+\tfrac12\left[(\omega_0z-\kappa Q)^2+\omega_c^2Q^2\right],
\]
\[
H_D=\tfrac12(\pi^2+p_y^2)+\tfrac12\left[\omega_0^2\xi^2+(\omega_cy+\kappa\xi)^2\right].
\]

Both have the form \(\tfrac12\mathbf p^2+\tfrac12\mathbf r^{T}K\mathbf r\), with coordinates \((z,Q)\) and \((\xi,y)\) respectively, and

\[
K_C=\begin{pmatrix}\omega_0^2&-\kappa\omega_0\\-\kappa\omega_0&\omega_c^2+\omega_p^2\end{pmatrix},\qquad
K_D=\begin{pmatrix}\omega_0^2+\omega_p^2&\kappa\omega_c\\\kappa\omega_c&\omega_c^2\end{pmatrix}.
\]

Both matrices have determinant \(\omega_0^2\omega_c^2\) and trace \(\omega_0^2+\omega_c^2+\omega_p^2\).

### Ground-state fluctuations

In the eigenbasis of \(K\) the oscillators decouple. A normal mode of frequency \(\Omega\) has momentum variance \(\hbar\Omega/2\) and coordinate variance \(\hbar/(2\Omega)\). Returning to the original axes, with \(R=\sqrt K\) the positive root,

\[
\langle p_ip_j\rangle=\frac{\hbar}{2}R_{ij},\qquad \langle r_ir_j\rangle=\frac{\hbar}{2}(R^{-1})_{ij}.
\]

A \(2\times2\) matrix satisfies its own characteristic equation, \(R^2-(\mathrm{tr}R)R+\det R=0\), so \(R=(K+\det R)/\mathrm{tr}R\). Here \(\det R=\sqrt{\det K}=\omega_0\omega_c\). Writing \(\Sigma=\omega_0+\omega_c\),

\[
(\mathrm{tr}R)^2=\mathrm{tr}K+2\det R=\Sigma^2+\omega_p^2\equiv S^2,
\qquad R=\frac{K+\omega_0\omega_c}{S}.
\]

The ground energy is half the sum of the normal-mode quanta, \(\hbar S/2\), in both gauges.

In Coulomb gauge \(P\) is the second momentum and \(Q\) the second coordinate. For a \(2\times2\) matrix \((R^{-1})_{22}=R_{11}/\det R\), hence

\[
\langle P^2\rangle_C=\frac\hbar2\,\frac{\omega_c^2+\omega_p^2+\omega_0\omega_c}{S}=\frac{\hbar(\omega_c\Sigma+\omega_p^2)}{2S},
\]
\[
\langle Q^2\rangle_C=\frac{\hbar}{2\omega_0\omega_c}\,\frac{\omega_0^2+\omega_0\omega_c}{S}=\frac{\hbar\Sigma}{2\omega_cS}.
\]

In dipole gauge \(P=\omega_cy\) and \(Q=-p_y/\omega_c\), so

\[
\langle P^2\rangle_D=\frac{\hbar\omega_c^2}{2\omega_0\omega_c}\,\frac{\omega_0^2+\omega_p^2+\omega_0\omega_c}{S}=\frac{\hbar\omega_c(\omega_0\Sigma+\omega_p^2)}{2\omega_0S},
\]
\[
\langle Q^2\rangle_D=\frac{\hbar}{2\omega_c^2}\,\frac{\omega_c^2+\omega_0\omega_c}{S}=\frac{\hbar\Sigma}{2\omega_cS}.
\]

The variance of \(Q\) is the same, as it must be, because \(U\) commutes with \(Q\). With nonzero coupling, the variance of \(P\) differs between the gauges unless \(\omega_c=\omega_0\).

### The photon numbers

From the definitions, \(P^2+\omega_c^2Q^2=\hbar\omega_c(2a^\dagger a+1)\), so

\[
\langle a^\dagger a\rangle=\frac{\langle P^2\rangle+\omega_c^2\langle Q^2\rangle}{2\hbar\omega_c}-\frac12 .
\]

Inserting the variances gives

\[
N_C=\frac{(\omega_c\Sigma+\omega_p^2)+\omega_c\Sigma}{4\omega_cS}-\frac12
=\frac{\Sigma+\omega_p^2/(2\omega_c)}{2S}-\frac12, \tag{2}
\]
\[
N_D=\frac{(\omega_0\Sigma+\omega_p^2)+\omega_0\Sigma}{4\omega_0S}-\frac12
=\frac{\Sigma+\omega_p^2/(2\omega_0)}{2S}-\frac12. \tag{3}
\]

Subtracting,

\[
N_D-N_C=\frac{\omega_p^2}{4S}\left(\frac1{\omega_0}-\frac1{\omega_c}\right)=\frac{\omega_p^2(\omega_c-\omega_0)}{4\omega_0\omega_cS}.
\]

Without coupling, \(S=\Sigma\) and both numbers vanish. For weak coupling, \(S\simeq\Sigma+\omega_p^2/(2\Sigma)\), and to first order in \(\omega_p^2\)

\[
N_C\simeq\frac{\omega_p^2}{4\Sigma}\left(\frac1{\omega_c}-\frac1\Sigma\right)=\frac{\omega_p^2\,\omega_0}{4\omega_c\Sigma^2},\qquad
N_D\simeq\frac{\omega_p^2\,\omega_c}{4\omega_0\Sigma^2}.
\]

The ratio \(N_D/N_C\) therefore tends to \((\omega_c/\omega_0)^2\), which is 1 only at resonance. For a detuned mode, weak coupling makes both numbers small without making their ratio approach 1.

### What each number counts

The transverse electric field is \(E=-\dot A=-\dot Q/\sqrt{\varepsilon_0V}\). Hamilton's equation \(\dot Q=\partial H/\partial P\) gives \(\dot Q=P\) in Coulomb gauge but \(\dot Q=P+\kappa\xi\) in dipole gauge. Therefore

\[
-\frac{P}{\sqrt{\varepsilon_0V}}=
\begin{cases}
E & \text{(Coulomb)}\\[4pt]
E+\dfrac{qx}{\varepsilon_0V}=\dfrac{D}{\varepsilon_0} & \text{(dipole)}
\end{cases}
\]

because \(\kappa\xi/\sqrt{\varepsilon_0V}=qx/(\varepsilon_0V)\). Here \(qx/V\) is the polarization as seen by this one mode, and \(D\) the corresponding displacement field.

So \(\hbar\omega_c(N_C+\tfrac12)\) is the mean of \(\varepsilon_0VE^2/2\) plus the magnetic energy \(\omega_c^2Q^2/2\). The dipole-gauge number has \(D/\varepsilon_0\) in place of \(E\). These are two legitimate observables, and each can be evaluated in either gauge. By equation (1), the Coulomb number is represented in dipole gauge by \(a^\dagger a+i\eta(a^\dagger-a)+\eta^2\), whose mean in \(|G_D\rangle\) is \(N_C\). In the other direction, \(U^\dagger a^\dagger aU=a^\dagger a-i\eta(a^\dagger-a)+\eta^2\) has the mean \(N_D\) in \(|G_C\rangle\).

Neither number is a count of photons that an absorbing detector would register. The coupled system is already in its lowest state and has no energy to give up.

Photons can be released if the coupling is switched off, but then the switching must be specified. If \(q\) drops suddenly to zero in \(H_C\), the state has no time to change and \(N_C\) free photons remain on average. The same step in \(H_D\) leaves \(N_D\). These are different physical processes: for time-dependent \(q\), the transformation of \(H_C\) produces the extra term \(i\hbar\dot UU^\dagger=\dot q\,xA\), which is absent when \(q(t)\) is simply inserted in \(H_D\).

### Numbers for one electron

Take an electron with \(\hbar\omega_0=2\) eV and \(V=10\ \mathrm{nm}^3\). These are round model parameters, with a very small volume to make the effect visible. The volume is not that of a real transverse cavity mode: at 1 eV the wavelength is about 1240 nm, and \((\lambda/2)^3\approx2.4\times10^{8}\ \mathrm{nm}^3\) is some \(2\times10^{7}\) times larger. At that volume equations (2) and (3) give \(N_C\approx3\times10^{-10}\) and \(N_D\approx8\times10^{-11}\) for a 1 eV mode, still in a ratio near 4. Volumes of a few nm\(^3\) occur in plasmonic gaps, where the field is largely quasi-static and part of the mode energy resides in the metal, so the numbers below illustrate the model and do not predict values for such a structure. The bare rms displacement, 0.138 nm, is still small compared with the edge of a cube of that volume, about 2 nm. The coupling is \(\hbar\omega_p=0.371328\) eV, so \((\hbar\omega_p)^2=0.13788\approx0.1379\ \mathrm{eV}^2\).

For \(\hbar\omega_c=1\) eV, \(\hbar\Sigma=3\) eV and \(\hbar S=\sqrt{9+0.13788}=3.02289\) eV. Equations (2) and (3) give

\[
N_C=\frac{3+0.1379/2}{2\times3.02289}-\frac12=0.00762,
\]
\[
N_D=\frac{3+0.1379/4}{2\times3.02289}-\frac12=0.00192 .
\]

The Coulomb value is about four times the dipole value, close to the weak-coupling ratio \((\omega_0/\omega_c)^2=4\). The ground energy is 1.51145 eV in both gauges. The rms fields show where the difference comes from: 0.969 V/nm for \(E\) and 0.958 V/nm for \(D/\varepsilon_0\), against 0.951 V/nm for the uncoupled mode.

Changing only the mode frequency gives:

| \(\hbar\omega_c\) (eV) | \(N_C\) | \(N_D\) |
|---|---|---|
| 1 | 0.00762 | 0.00192 |
| 2 | 0.00215 | 0.00215 |
| 4 | 0.00048 | 0.00191 |

The order reverses on passing through resonance. The numerical check obtains these values by diagonalizing both Hamiltonians in a number basis and compares them with the closed forms.

### Why resonance can mislead

At \(\omega_c=\omega_0\) the agreement goes beyond the mean number: the photon states obtained by tracing out the matter are identical. Each is Gaussian with zero mean, so its second moments determine it. The variances of \(Q\) and \(P\) agree at resonance. The symmetrized correlation \(\langle QP+PQ\rangle\) vanishes in both gauges, because \(Q\) and \(P\) are a coordinate and a momentum of a Hamiltonian with a real ground-state wavefunction.

The joint state vectors \(|G_C\rangle\) and \(|G_D\rangle\) still differ, although they represent the same physical state; \(P\) stands for a different field in each gauge. From the off-diagonal elements of \(R\) and \(R^{-1}\),

\[
\langle\xi P\rangle_C=-\frac{\hbar}{2\omega_0}(R_C)_{12}=\frac{\hbar\kappa}{2S},
\]
\[
\langle\xi P\rangle_D=\frac{\hbar\omega_c}{2}(R_D^{-1})_{12}=-\frac{\hbar\kappa\,\omega_c}{2\omega_0S}.
\]

At resonance these are equal and opposite. In the example the overlap \(|\langle G_C|G_D\rangle|\) is 0.9958, not 1. A calculation done only at resonance would thus suggest a gauge independence of \(\langle a^\dagger a\rangle\) that disappears on detuning.

### What truncation does

Truncation causes a separate discrepancy. Suppose each Hamiltonian is projected on the lowest few levels of the bare matter oscillator. The operator \(U\) contains \(x\), which leads out of that subspace, so the projected Hamiltonians are no longer related by \(U\), and even their energies can differ. For \(\hbar\omega_c=1\) eV:

| Levels | \(E_C\) (eV) | \(E_D\) (eV) | \(N_C\) | \(N_D\) |
|---|---|---|---|---|
| 2 | 1.51201 | 1.51153 | 0.00716 | 0.00192 |
| 3 | 1.51146 | 1.51145 | 0.00760 | 0.00192 |
| 8 | 1.51145 | 1.51145 | 0.00762 | 0.00192 |

With two levels the ground energies differ by about 0.5 meV. This is a truncation error, since the energy is the same observable in both gauges, and it closes as levels are added. The gap between \(N_C\) and \(N_D\) settles at 0.0057 and stays there. In this example the dipole-gauge truncation gives the better two-level energy; one example does not establish a general rule.

So, to your last question: off resonance the two numbers differ already in the full theory, and truncation only shifts them (in this example \(N_C\) by about 6% of its converged value with two levels). At resonance, where the exact values coincide, any difference found with a few levels is a truncation error. To test a truncated model for gauge consistency, compare energies, or compare one observable represented by the correctly transformed operator in each gauge. Equality of the bare \(\langle a^\dagger a\rangle\) is the wrong criterion in general, because away from resonance the full theory does not satisfy it either.

The closed forms (2) and (3), and the exact agreement at resonance that follows from them, belong to the harmonic, single-mode model; for an anharmonic well, equal numbers should not be assumed even when the mode is tuned to a transition. Equation (1) does not need the harmonic well: it holds for any potential that depends on \(x\) alone, within the same long-wavelength, single-mode description. A quoted virtual photon number therefore needs a statement of which field its \(a\) describes.

## Calculated quantities

```
matter quantum hbar*w0 = 2.0000 eV
mode volume V = 10.0 nm^3
coupling hbar*wp = 0.371328 eV
bare oscillator rms x = 0.13802 nm
--- mode quantum hbar*wc = 1.0 eV ---
hbar*Sigma = 3.000000 eV, hbar*S = 3.022893 eV
ground energy Coulomb, dipole = 1.51144668, 1.51144668 eV
photon number Coulomb N_C = 0.00761667
photon number dipole  N_D = 0.00191500
N_D - N_C = -0.00570167
Coulomb number evaluated in dipole gauge = 0.00761667
dipole number evaluated in Coulomb gauge = 0.00191500
weak-coupling N_C, N_D = 0.00766023, 0.00191506
ratio N_D/N_C = 0.25142
vacuum rms field = 0.951187 V/nm
rms transverse E = 0.969110 V/nm
rms D/eps0 = 0.958404 V/nm
--- mode quantum hbar*wc = 2.0 eV ---
hbar*Sigma = 4.000000 eV, hbar*S = 4.017199 eV
ground energy Coulomb, dipole = 2.00859928, 2.00859928 eV
photon number Coulomb N_C = 0.00214982
photon number dipole  N_D = 0.00214982
N_D - N_C = +0.00000000
Coulomb number evaluated in dipole gauge = 0.00214982
dipole number evaluated in Coulomb gauge = 0.00214982
largest difference of photon states below 1e-8: True
overlap of the two joint vectors = 0.995755
x-P correlation Coulomb, dipole = -0.092434, +0.092434 (vacuum units)
--- mode quantum hbar*wc = 4.0 eV ---
hbar*Sigma = 6.000000 eV, hbar*S = 6.011479 eV
ground energy Coulomb, dipole = 3.00573969, 3.00573969 eV
photon number Coulomb N_C = 0.00047876
photon number dipole  N_D = 0.00191232
N_D - N_C = +0.00143355
Coulomb number evaluated in dipole gauge = 0.00047876
dipole number evaluated in Coulomb gauge = 0.00191232
--- mode quantum 1.0 eV, other volumes ---
V = 1 nm^3: hbar*wp = 1.17424 eV, N_C = 0.072603, N_D = 0.019104
V = 10000 nm^3: N_D/N_C = 0.250001, limit (wc/w0)^2 = 0.250000
--- matter levels kept, mode quantum 1.0 eV, V = 10 nm^3 ---
 2 levels: E_C = 1.5120072 eV, E_D = 1.5115339 eV, N_C = 0.007159, N_D = 0.001915
 3 levels: E_C = 1.5114598 eV, E_D = 1.5114474 eV, N_C = 0.007600, N_D = 0.001915
 4 levels: E_C = 1.5114470 eV, E_D = 1.5114467 eV, N_C = 0.007616, N_D = 0.001915
 8 levels: E_C = 1.5114467 eV, E_D = 1.5114467 eV, N_C = 0.007617, N_D = 0.001915
22 levels: E_C = 1.5114467 eV, E_D = 1.5114467 eV, N_C = 0.007617, N_D = 0.001915
```
